Rys quadrature for Coulomb repulsion integrals over Cartesian Gaussian functions, part 2

The problem is the Coulomb integral (ab|cd) of four primitive Gaussians in atomic units:

φ_a(r) = (x − A_x)^{i_x} (y − A_y)^{i_y} (z − A_z)^{i_z} exp(−a|r − A|²).

φ_b, φ_c, φ_d have centres B, C, D, exponents b, c, d and powers j, k, l; all powers sum to L.

p = a + b,  P = (aA + bB)/p,  q = c + d,  Q = (cC + dD)/q,

ρ = pq/(p + q),  T = ρ|P − Q|²,

K = exp(−(ab/p)|A − B|² − (cd/q)|C − D|²).

Lemma 1 gives (ab|cd) = (2/√π) ∫₀^∞ J_x(u) J_y(u) J_z(u) du, one factor per axis. Lemmas 2 (product theorem), 3 (t² = s = u²/(ρ + u²)), 4 (two-dimensional Gaussian) give part (a):

(ab|cd) = [2π^{5/2} K/(pq√(p + q))] ∫₀¹ exp(−Tt²) I_x I_y I_z dt.

On each axis λ, I(i, j, k, l) = ⟨(x₁ − A)^i (x₁ − B)^j (x₂ − C)^k (x₂ − D)^l⟩ is a normalized Gaussian average; G(n, m) = I(n, 0, m, 0).

Part (b), recurrences with G(0, 0) = 1:

G(n+1, m) = C00 G(n, m) + n B10 G(n−1, m) + m B00 G(n, m−1),

G(n, m+1) = C00′ G(n, m) + m B01 G(n, m−1) + n B00 G(n−1, m),

B00 = s/[2(p + q)],  B10 = (1 − ρs/p)/(2p),  B01 = (1 − ρs/q)/(2q),

C00 = P − A − (ρ/p)s(P − Q),  C00′ = Q − C + (ρ/q)s(P − Q).

Part (c), transfer:

I_λ(i, j+1, k, l) = I_λ(i+1, j, k, l) + (A_λ − B_λ) I_λ(i, j, k, l),

likewise for l with C, D.

Lemma 6: with n = i + j, m = k + l, I has degree at most n + m in s; the coefficient of s^{n+m} is γⁿγ′^m, with γ, γ′ the s coefficients of C00, C00′. If P = Q, the degree is at most ⌊(n + m)/2⌋. So Π(s) = I_x I_y I_z has degree at most L.

To prove, part (d): the t integral equals Σ_{α=1}^{N} w_α I_x(s_α) I_y(s_α) I_z(s_α) exactly, for every N ≥ ⌊L/2⌋ + 1.

**Lemma 7 (the Rys rule).** For T ≥ 0 and polynomials f, g in s define

[f] = ∫₀¹ f(t²) exp(−Tt²) dt,  so that [s^m] = F_m(T),

and the product (f, g) = [fg]. For each N ≥ 1 there is a monic polynomial π_N of degree N orthogonal to all polynomials of lower degree. It has N distinct roots s_α in the open interval (0, 1). There are positive weights w_α such that

[f] = Σ_α w_α f(s_α) for every f of degree at most 2N − 1,

and for f of degree 2N with leading coefficient c,

[f] − Σ_α w_α f(s_α) = c h_N,  h_N = [π_N²] > 0.

Proof. A non-zero polynomial in t² vanishes at finitely many points, so [f²] > 0 and (f, g) is a scalar product. Gram–Schmidt orthogonalization of 1, s, s², … yields π₀ = 1, π₁, π₂, …, each monic and orthogonal to all its predecessors. Those predecessors span the polynomials of lower degree.

Roots. Let σ₁, …, σ_κ be the points inside (0, 1) where π_N changes sign, and g = (s − σ₁)…(s − σ_κ), with g = 1 if there are none. The product π_N g does not change sign on (0, 1) and is not identically zero, so (π_N, g) ≠ 0. Orthogonality then forces κ ≥ N. A polynomial of degree N has at most N roots, so κ = N and the roots are distinct and interior.

Exactness. Let ℓ_α be the polynomial of degree N − 1 with ℓ_α(s_α) = 1 and ℓ_α(s_β) = 0 for β ≠ α, and define w_α = [ℓ_α]. A polynomial r of degree at most N − 1 equals Σ_α r(s_α)ℓ_α, because the difference has degree at most N − 1 and N roots. Hence [r] = Σ_α w_α r(s_α). For f of degree at most 2N − 1, polynomial division gives f = gπ_N + r with g and r of degree at most N − 1. Then [gπ_N] = 0 by orthogonality, so [f] = [r], and f(s_α) = r(s_α) because π_N(s_α) = 0. Therefore [f] = Σ_α w_α f(s_α).

Positivity. The polynomial ℓ_α² has degree 2N − 2, so the rule is exact for it, and it takes the values 1 at s_α and 0 at the other roots. Thus w_α = [ℓ_α²] > 0.

Degree 2N. The difference r = f − cπ_N² has degree at most 2N − 1, because π_N² is monic of degree 2N. So [f] = c h_N + [r] = c h_N + Σ_α w_α r(s_α), and r(s_α) = f(s_α). ∎

**Proof of part (d).** By Lemma 6, Π has degree at most L. By Lemma 7, [Π] = Σ_α w_α Π(s_α) whenever 2N − 1 ≥ L, that is N ≥ (L + 1)/2. For even L the smallest such integer is L/2 + 1, and for odd L it is (L + 1)/2; both equal ⌊L/2⌋ + 1. Inserting the sum into part (a) gives the statement. ∎

**Remark 5 (is the number of roots necessary).** For even L = 2N and P_λ ≠ Q_λ on every axis with a power, N roots leave the error c h_N with c = the product of the leading coefficients, which is not zero, so N roots are never exact and N + 1 is the smallest number from which on every rule is exact. A number below N can still hit the exact value by accident at a special geometry, where the errors of the several powers of s cancel. For odd L = 2N + 1, N roots fall two degrees short, and the error is a combination of the two highest coefficients of Π that can vanish for special geometries; the theorem asserts sufficiency only. If P and Q coincide on some axis that carries a power, the bound on the degree drops by Lemma 6 and fewer roots may suffice. More roots than ⌊L/2⌋ + 1 return the same value in exact arithmetic. For a whole shell quartet L is common to all components, so one set of roots and one set of tables per axis and root serves them all.

**Remark 6 (computing roots and weights).** The polynomial sπ_k − π_{k+1} has degree at most k and can be expanded in π₀, …, π_k. The coefficient of π_j is (sπ_k, π_j)/h_j = (π_k, sπ_j)/h_j, which vanishes for j < k − 1 because sπ_j then has degree below k. For j = k − 1, sπ_{k−1} is π_k plus lower terms, so the coefficient is h_k/h_{k−1}. Therefore

π_{k+1} = (s − α_k)π_k − β_k π_{k−1},  α_k = [sπ_k²]/h_k,  β_k = h_k/h_{k−1}.

Divide by √h_k and set R_k = π_k/√h_k, the orthonormal Rys polynomials:

s R_k = √β_{k+1} R_{k+1} + α_k R_k + √β_k R_{k−1}.

At a root of π_N the term R_N drops out, so the vector (R₀, …, R_{N−1}) evaluated at s_α is an eigenvector, with eigenvalue s_α, of the symmetric tridiagonal matrix with diagonal α₀, …, α_{N−1} and off-diagonal √β₁, …, √β_{N−1}. The rule is exact for R_jR_k with j, k < N, so Σ_α w_α R_j(s_α)R_k(s_α) = δ_jk. The square matrix U_{kα} = √w_α R_k(s_α) thus has orthonormal rows, hence orthonormal columns, and its columns are the normalized eigenvectors. The first component squared is w_α R₀² = w_α/F₀(T), since h₀ = F₀. So w_α is F₀(T) times the squared first component, and the weights add to F₀(T). For N = 1 the rule is s₁ = F₁/F₀ and w₁ = F₀. The numerical check builds the rule in this way and compares its moments with Boys functions computed independently, finding agreement up to order 2N − 1 and disagreement at order 2N.

**Remark 7 (limits in T).** At T = 0 the weight is 1. The Legendre polynomial P_{2N}(t) is even, so it is a polynomial of degree N in s, and ∫₀¹ P_{2N} t^{2k} dt is half the integral over [−1, 1], which vanishes for 2k < 2N. So π_N is proportional to P_{2N}, and the s_α are the squares of its positive roots; this too is tested. For large T at fixed N, put τ = √T t. The weight becomes exp(−τ²)dτ/√T on [0, √T], and to leading order the upper limit goes to infinity. The same parity argument with the Hermite polynomial H_{2N} shows that the roots approach τ_α²/T, with τ_α the positive roots of H_{2N}. All roots move towards s = 0, where B00 vanishes, in accord with Remark 4: distant clouds interact through the long-range part of the kernel.

**Remark 8 (where the statement stops).** First, the factorization holds at each t and not after integration. Let a bar denote the mean [f]/F₀ and δI the deviation from the mean. Expanding (Ī_x + δI_x)(Ī_y + δI_y)(Ī_z + δI_z) and using that each δI has zero mean,

[I_xI_yI_z]/F₀ − Ī_xĪ_yĪ_z = Ī_x [δI_yδI_z]/F₀ + Ī_y [δI_xδI_z]/F₀ + Ī_z [δI_xδI_y]/F₀ + [δI_xδI_yδI_z]/F₀.

The right side vanishes if at most one factor depends on s, and in general it does not vanish. Second, a contracted function is a fixed combination of primitives. The integral is linear in each of its four functions, so it is the corresponding sum of primitive integrals, and each has its own p, q, T, roots and weights. Real solid harmonics are likewise combinations of Cartesian components of one shell. Third, the proofs used the Gaussian form in Lemma 2 and p, q > 0 in Lemma 4; they do not carry over to exponential orbitals. Fourth, the weight is specific to the kernel 1/r. For erf(ωr)/r = (2/√π)∫₀^ω exp(−u²r²)du, Lemmas 2 to 6 and the recurrences are untouched, but t² stops at ω²/(ρ + ω²) and the roots belong to that shorter interval. Finally, exactness is a statement about exact arithmetic. The transfer relations can add terms of opposite sign, as the example shows on a small scale at its first root, and can lose digits when the terms are much larger than their sum.

**Normalization and units.** Integrating d/dx[x^{2i−1} exp(−2ax²)] over the line gives ∫x^{2i}exp(−2ax²)dx = [(2i − 1)/(4a)] ∫x^{2i−2}exp(−2ax²)dx, and repetition gives (2i − 1)!!/(4a)^i · √(π/2a), with (−1)!! = 1. The product over three axes is the squared norm of φ_a, so the normalizing factor is

𝒩_a = (2a/π)^{3/4} (4a)^{(i_x+i_y+i_z)/2}/√[(2i_x − 1)!!(2i_y − 1)!!(2i_z − 1)!!].

The formulas are homogeneous in length and hold in any length unit. With lengths in ångström, the integral over normalized functions comes out in Å⁻¹, and multiplication by e²/(4πε₀) = 14.399645 eV Å gives eV.

**Worked example.** The quartet is (d_xy p_y|d_xz p_z) with round model parameters: exponents a, b, c, d = 2, 1, 1.5, 0.5 Å⁻² and centres A = (0, 0, 0), B = (0.6, 0.3, 0.3), C = (1, −0.5, 0.5), D = (0.2, 0.3, 1.3) Å. The parameters are taken as exact, and the many digits below serve the comparison of methods. The powers (i, j, k, l) are (1, 0, 1, 0) on x, (1, 1, 0, 0) on y and (0, 0, 1, 1) on z, so L = 6 and N = 4.

The exponents give p = 3, q = 2 and ρ = 6/5 = 1.2 Å⁻², so ρ/p = 0.4 and ρ/q = 0.6. The centres are P = (2A + B)/3 = (0.2, 0.1, 0.1) Å and Q = (1.5C + 0.5D)/2 = (0.8, −0.3, 0.7) Å, so that

P − Q = (−0.6, 0.4, −0.6) Å,  P − A = (0.2, 0.1, 0.1) Å,  Q − C = (−0.2, 0.2, 0.2) Å,

T = 1.2 × (0.36 + 0.16 + 0.36) = 1.056,

K = exp[−(2/3)(0.36 + 0.09 + 0.09) − 0.375 × 3 × 0.64] = exp(−1.08) = 0.33959553,

2π^{5/2}/(6√5) = 2.60776484 Å⁵.

The three factors follow from the lowest members of the table and one transfer step each on y and z:

I_x = G(1, 1) = C00 C00′ + B00,

I_y = G(2, 0) + (A_y − B_y)G(1, 0) = C00² + B10 + (A_y − B_y) C00,

I_z = G(0, 2) + (C_z − D_z)G(0, 1) = C00′² + B01 + (C_z − D_z) C00′,

each with the C coefficients of its own axis, A_y − B_y = −0.3 Å and C_z − D_z = −0.8 Å. The coefficients are, in Å² and Å,

B00 = s/10,  B10 = (1 − 0.4s)/6,  B01 = (1 − 0.6s)/4,

C00(x) = 0.2 − 0.4s(−0.6) = 0.2 + 0.24s,  C00′(x) = −0.2 + 0.6s(−0.6) = −0.2 − 0.36s,

C00(y) = 0.1 − 0.4s(0.4) = 0.1 − 0.16s,  C00′(z) = 0.2 + 0.6s(−0.6) = 0.2 − 0.36s.

At the first root, s = 0.02993509, these are B00 = 0.0029935, B10 = 0.1646710, B01 = 0.2455097, C00(x) = 0.2071844, C00′(x) = −0.2107766, C00(y) = 0.0952104 and C00′(z) = 0.1892234. Then, in Å²,

I_x = 0.2071844 × (−0.2107766) + 0.0029935 = −0.0406761,

I_y = 0.0952104² + 0.1646710 − 0.3 × 0.0952104 = 0.1451729,

I_z = 0.1892234² + 0.2455097 − 0.8 × 0.1892234 = 0.1299365.

The same arithmetic at all four roots gives the following lines, in the order s, w, I_x, I_y, I_z.

0.02993509, 0.33264435, −0.0406761, 0.1451729, 0.1299365

0.25239047, 0.23693934, −0.0505516, 0.1355096, 0.1367413

0.60520229, 0.12362497, −0.0837498, 0.1253796, 0.1738374

0.91249137, 0.04316031, −0.1301900, 0.1217494, 0.2324353

The weights add to 0.73636897, which is F₀(1.056). The products w I_x I_y I_z are, in units of 10⁻⁴ Å⁶,

−2.552328 − 2.219431 − 2.256627 − 1.590123 = −8.618509.

The normalizing factors are 9.588984 Å^{−3.5}, 1.425411 Å^{−2.5}, 5.796019 Å^{−3.5} and 0.599311 Å^{−2.5}; the first, for instance, is (4/π)^{3/4} × 8. Their product is 47.478287 Å⁻¹². The powers of length combine as 5 + 6 − 12 = −1, and

2.60776484 × 0.33959553 × 47.478287 × 14.399645 × (−8.61850925×10⁻⁴) = −0.5218064 eV.

With all digits carried the value is −0.521806374 eV, or −0.0191760306 hartree. Direct quadrature over u of grid integrals J_x J_y J_z, which uses neither the product theorem, the recurrences nor the roots, gives the same nine decimals, and so does PySCF. The integral engine of PySCF is itself built on Rys quadrature, so that comparison tests the implementation, the normalization and the prefactor, while the direct quadrature is the independent test of the method. Over the five whole shell quartets (ss|ss), (ps|ps), (dp|dp), (dp|fp) and (dd|dd) on these centres, the largest difference from PySCF is 4.8×10⁻¹⁴ eV.

The sign. Multiplying out the three factors,

I_x = −0.04 − 0.02s − 0.0864s²,

I_y = (0.01 + 1/6 − 0.03) + (−0.032 − 1/15 + 0.048)s + 0.0256s²,

I_z = 0.13 − 0.006s + 0.1296s².

In I_x the linear coefficient is −0.072 − 0.048 + 0.1, and in I_z the constant is 0.04 + 0.25 − 0.16 and the linear coefficient −0.144 − 0.15 + 0.288. On [0, 1] all terms of I_x are negative. In I_y the constant exceeds 0.14 and the linear coefficient is smaller than 0.06 in size, and in I_z the constant is 0.13 against 0.006, so both stay positive. The integrand is negative for every t and so is the integral. A negative value is no contradiction for a repulsive kernel, because the products φ_aφ_b and φ_cφ_d are signed distributions. Here the mean of x₁ lies on the positive side of A_x and the mean of x₂ on the negative side of C_x, and the positive covariance B00 is too small to outweigh the product of the means.

The three-root error. The coefficient of s⁶ = t¹² in Π is

c = (−0.0864) × 0.0256 × 0.1296 = −2.866545×10⁻⁴ Å⁶,

in agreement with Lemma 6, which gives γγ′ on x, γ² on y and γ′² on z. The degree is 6 = 2 × 3, so Lemma 7 predicts that three roots miss [Π] by c h₃, with h₃ = 2.168899×10⁻⁴. Carrying the same prefactors,

2.60776484 × 0.33959553 × 47.478287 × 14.399645 × (−2.866545×10⁻⁴) × 2.168899×10⁻⁴ = −3.76422×10⁻⁵ eV.

The difference found is −0.521806374 − (−0.521768732) = −3.7642×10⁻⁵ eV, the exact value minus the three-root value, as predicted. The error is small relative to the integral, about 7×10⁻⁵, because of h₃ and not because of c, which is comparable in size to the root sum: h₃ is the weighted square of the part of s³ that no quadratic in s can reproduce.

The separately averaged product. The quantity F₀ Ī_xĪ_yĪ_z, which is the product of the three sums Σw I divided by F₀², gives −0.501979 eV, smaller in size than the true value by about 4 per cent of the latter. The four-root rule is exact for every term in the identity of Remark 8, so the signs of the pair terms can be read from the table. For two sequences X and Y, the weighted covariance equals half the double sum of w_αw_β(X_α − X_β)(Y_α − Y_β) divided by F₀², as expanding the product shows. It is positive if both sequences rise along the roots and negative if one rises while the other falls. Along the roots I_x falls, I_y falls and I_z rises. The xz covariance is negative and multiplies Ī_y > 0, so it deepens the negative value. The xy covariance is positive and multiplies Ī_z > 0, and the yz covariance is negative and multiplies Ī_x < 0, so both act the other way. The sizes follow from the table as well. The weighted means are Ī_x = −0.05633, Ī_y = 0.13737 and Ī_z = 0.14550 Å², and the four terms of the identity are, in units of 10⁻⁵ Å⁶, −8.70 (xz), +2.54 (xy), +1.05 (yz) and +0.66 (triple). They add to −4.45, which is [I_xI_yI_z]/F₀ − Ī_xĪ_yĪ_z, so in this example the xz term outweighs the other three together.

A contracted case. For water in the STO-3G basis, at a model geometry chosen as input (O–H distance 0.96 Å, angle 104.5°, molecule in the xy plane with the twofold axis along y), the block (O2p H1s|O2p H′1s) has three primitives in each function and so 3⁴ = 81 primitive quartets. Each has L = 2 and is given two roots. The component (2p_x H|2p_x H′) needs both, since P_x ≠ Q_x, while (2p_z H|2p_z H′), with P_z = Q_z, is linear in s and already exact with one. Their values of T run from 0.02255 to 12.68643, from near the Legendre limit towards the Hermite limit of Remark 7, and each quartet was given its own roots. The component (2p_y H|2p_y H′) is 1.57079808 eV both from the sum over primitive quartets and from PySCF, and the largest difference among the nine components is 9.0×10⁻¹⁵ eV. The geometry is a model input and the many digits serve only the comparison: at 0.9572 Å and 104.52° the same component is 1.582 eV, a shift of about 0.01 eV, and the value belongs to this basis and is not a property of the molecule. Its closeness to π/2 is an accident, since it depends on the choice of the electronvolt as unit and on the rounded geometry.

Numbers as computed

```
model quartet (d_xy p_y|d_xz p_z), L=6, N=4
exponents a b c d [1/A^2] (A=angstrom): 2.0000 1.0000 1.5000 0.5000
centre A [A]: 0.0000 0.0000 0.0000
centre B [A]: 0.6000 0.3000 0.3000
centre C [A]: 1.0000 -0.5000 0.5000
centre D [A]: 0.2000 0.3000 1.3000
p q rho [1/A^2]: 3.0000 2.0000 1.2000
P [A]: 0.2000 0.1000 0.1000  Q [A]: 0.8000 -0.3000 0.7000
P-Q [A]: -0.6000 0.4000 -0.6000
P-A [A]: 0.2000 0.1000 0.1000  Q-C [A]: -0.2000 0.2000 0.2000
Ay-By, Cz-Dz [A]: -0.3000 -0.8000
T = 1.056000  F0(T) = 0.73636897  K = 0.33959553
2pi^2.5/(pq sqrt(p+q)) = 2.60776484 A^5
norms: 9.588984 A^-3.5, 1.425411 A^-2.5, 5.796019 A^-3.5, 0.599311 A^-2.5
norm product = 47.478287 A^-12
e^2/(4 pi eps0) = 14.399645 eV A
root 1: t^2 = 0.02993509  w = 0.33264435
  B00 B10 B01 [A^2]: 0.0029935 0.1646710 0.2455097
  C00x C00'x C00y C00'z [A]: 0.2071844 -0.2107766 0.0952104 0.1892234
  Ix Iy Iz [A^2]: -0.0406761 0.1451729 0.1299365  wIII [A^6]: -2.552328e-04
root 2: t^2 = 0.25239047  w = 0.23693934
  B00 B10 B01 [A^2]: 0.0252390 0.1498406 0.2121414
  C00x C00'x C00y C00'z [A]: 0.2605737 -0.2908606 0.0596175 0.1091394
  Ix Iy Iz [A^2]: -0.0505516 0.1355096 0.1367413  wIII [A^6]: -2.219431e-04
root 3: t^2 = 0.60520229  w = 0.12362497
  B00 B10 B01 [A^2]: 0.0605202 0.1263198 0.1592197
  C00x C00'x C00y C00'z [A]: 0.3452485 -0.4178728 0.0031676 -0.0178728
  Ix Iy Iz [A^2]: -0.0837498 0.1253796 0.1738374  wIII [A^6]: -2.256627e-04
root 4: t^2 = 0.91249137  w = 0.04316031
  B00 B10 B01 [A^2]: 0.0912491 0.1058339 0.1131263
  C00x C00'x C00y C00'z [A]: 0.4189979 -0.5284969 -0.0459986 -0.1284969
  Ix Iy Iz [A^2]: -0.1301900 0.1217494 0.2324353  wIII [A^6]: -1.590123e-04
sum of weights = 0.73636897
root sum = -8.61850925e-04 A^6
integral, 4 roots = -0.521806374 eV = -0.0191760306 hartree
integral, direct u and grid quadrature = -0.521806374 eV
integral, PySCF = -0.521806374 eV
integral, 3 roots = -0.521768732 eV
t^12 coefficient = -2.866545e-04 A^6, norm of pi_3 squared = 2.168899e-04
3-root error: found -3.76422e-05 eV, predicted -3.76422e-05 eV
wrong: product of separate sums / F0^2 = -0.501979 eV
max deviation 2D tables vs grid = 1.1e-16 (powers of A)
max deviation shell quartets vs PySCF = 4.8e-14 eV
water STO-3G: r(OH) = 0.96 A, angle = 104.5 deg, C2 axis y, plane xy
primitive quartets: 81, T from 0.02255 to 12.68643
(2py H|2py H') Rys = 1.57079808 eV, PySCF = 1.57079808 eV
max deviation over the 9 components = 9.0e-15 eV
```
